\section*{Far-Point Potential of a Periodic Charged Defect in a Cubic Cell}

\section*{Problem}

A charged defect in a cubic supercell is modelled as a point charge $q$ repeated on a simple cubic lattice of side $L$. The medium is uniform, with relative permittivity $\varepsilon$, and a uniform background of density $-q/L^3$ makes each cell neutral. The periodic potential $V$ is fixed by requiring its cell average to vanish.

\begin{enumerate}
\item Show that the body centre $\mathbf b=(L/2)(1,1,1)$ is the point farthest from all the charges.
\item Show that
\begin{equation}
V(\mathbf b)=-0.802\,\frac{q}{4\pi\varepsilon_0\varepsilon L}.
\label{eq:claim}
\end{equation}
In Gaussian form this is $-0.802\,q/(\varepsilon L)$. If the SI denominator is written as $\varepsilon_0\varepsilon L$, without $4\pi$, the coefficient is $-0.0638$.
\item Evaluate $V(\mathbf b)$ for a singly positive vacancy in a $3\times3\times3$ silicon supercell, with rough values $a=0.54$ nm for the lattice constant and $\varepsilon=12$. What does it mean for potential alignment?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Measure lengths in $L$ and write $V=\phi\,q/(4\pi\varepsilon_0\varepsilon L)$. Solve Poisson's equation by Fourier series. What does the zero average do to the constant term?
\item The series converges too slowly to sum directly. Use $1/(\pi m^2)=\int_0^\infty e^{-\pi m^2u}\,du$.
\item Large $u$ is easy in reciprocal space. For small $u$, turn the sum of Gaussians into a sum over lattice sites. Split the integral at $u=1$.
\end{enumerate}

\section*{Solution}

\subsection*{The farthest point}

In units of $L$ the charges sit at integer vectors $\mathbf n$. Each coordinate of a point lies within $1/2$ of some integer, so the nearest charge is at most $\sqrt{3\cdot\tfrac14}=\sqrt3/2$ away. Equality requires all three coordinates to be half-integers, which is the body centre.

\subsection*{Fourier series}

The scaled potential obeys
\begin{equation}
\nabla^2\phi=-4\pi\Big[\sum_{\mathbf n}\delta(\mathbf r-\mathbf n)-1\Big],
\qquad
\sum_{\mathbf n}\delta(\mathbf r-\mathbf n)=\sum_{\mathbf m}e^{2\pi i\mathbf m\cdot\mathbf r}.
\label{eq:poisson}
\end{equation}
The background cancels the $\mathbf m=0$ term on the right. For $\mathbf m\ne0$, the coefficients satisfy $-4\pi^2m^2\phi_{\mathbf m}=-4\pi$, so $\phi_{\mathbf m}=1/(\pi m^2)$. Poisson's equation leaves $\phi_0$ free, and the zero average sets it to zero:
\begin{equation}
\phi(\mathbf r)=\sum_{\mathbf m\neq0}\frac{\cos(2\pi\mathbf m\cdot\mathbf r)}{\pi m^2}.
\label{eq:series}
\end{equation}

This sum is not absolutely convergent. To give it a definite meaning, replace each point charge by a normalized Gaussian of standard deviation $s$ (in units of $L$). Its Fourier factor is $e^{-(2\pi m)^2s^2/2}=e^{-\pi m^2u_0}$ with $u_0=2\pi s^2$. The sum now converges absolutely, and the second hint gives
\begin{equation}
\phi_{u_0}(\mathbf r)=\int_{u_0}^{\infty}
\big[\theta(x,u)\theta(y,u)\theta(z,u)-1\big]du,
\qquad
\theta(x,u)=\sum_{m=-\infty}^{\infty}e^{-\pi m^2u}\cos2\pi mx .
\label{eq:theta}
\end{equation}
The product of the three sums contains every $\mathbf m$, and the $-1$ removes $\mathbf m=0$. The point-charge potential is the limit $u_0\to0$.

\subsection*{Small $u$}

The function $\sum_n e^{-\pi(x+n)^2/u}$ has period 1 in $x$. Its Fourier coefficients are
\[
\int_{-\infty}^{\infty}e^{-\pi x^2/u}e^{-2\pi imx}dx=\sqrt u\,e^{-\pi m^2u}.
\]
Therefore
\begin{equation}
\theta(x,u)=u^{-1/2}\sum_n e^{-\pi(x+n)^2/u}.
\label{eq:ps}
\end{equation}
Away from the charges the product of three such sums vanishes as $u\to0$. The integrand in (\ref{eq:theta}) then tends to $-1$, and the limit $u_0\to0$ exists.

The sign of $\phi(\mathbf b)$ follows at once. Equation (\ref{eq:ps}) shows $\theta>0$. At $x=1/2$,
\[
\theta(\tfrac12,u)=1-2e^{-\pi u}+2e^{-4\pi u}-2e^{-9\pi u}+\dots<1,
\]
because the terms after the 1 alternate, decrease in size and start with a negative one. The integrand $\theta(\tfrac12,u)^3-1$ is negative for every $u>0$, so $\phi(\mathbf b)<0$.

\subsection*{Splitting the integral}

For $u>1$, integrate term by term, using $\int_1^\infty e^{-\pi m^2u}du=e^{-\pi m^2}/(\pi m^2)$. For $u<1$, insert (\ref{eq:ps}). Each charge at distance $r$ contributes, with $u=w^{-2}$ and $du=-2w^{-3}dw$,
\begin{equation}
\int_0^1u^{-3/2}e^{-\pi r^2/u}du
=2\int_1^\infty e^{-\pi r^2w^2}dw
=\frac{\operatorname{erfc}(\sqrt\pi\,r)}{r}.
\end{equation}
The $-1$ integrates to $-1$ over $0<u<1$. At the body centre $\cos(2\pi\mathbf m\cdot\mathbf b)=(-1)^{m_1+m_2+m_3}$, hence
\begin{equation}
\phi(\mathbf b)=\sum_{\mathbf n}\frac{\operatorname{erfc}(\sqrt\pi\,r_{\mathbf n})}{r_{\mathbf n}}
+\sum_{\mathbf m\ne0}(-1)^{m_1+m_2+m_3}\frac{e^{-\pi m^2}}{\pi m^2}-1,
\qquad r_{\mathbf n}=|\mathbf n+\mathbf b|.
\label{eq:ewald}
\end{equation}

Both sums converge fast. The 8 charges at $r=\sqrt3/2$ give $0.27663$, and the next 24, at $r=\sqrt{11}/2$, give $0.00047$. The reciprocal shells $m^2=1,2,3$ contain 6, 12 and 8 vectors and give $-0.08253$, $+0.00357$ and $-0.00007$. Thus
\begin{equation}
\phi(\mathbf b)\simeq0.27663+0.00047-0.08253+0.00357-0.00007-1=-0.8019 .
\end{equation}
The shell $m^2=4$ adds $2\times10^{-6}$ and all other shells together $3\times10^{-7}$. This proves (\ref{eq:claim}).

\subsection*{An independent check in real space}

Take a cubic block of $N^3$ neutral cells, $N$ even, centred on $\mathbf b$. Each cell is a point charge at the centre of its own cube of background. The potential at $\mathbf b$ is $\sum1/r-CN^2$, where $C=2.380077$ is the potential at the centre of a unit cube of unit charge density.

As $N$ grows this tends to a periodic potential whose average is not zero. That average equals the integral over all space of the potential of one cell, which is the $k\to0$ limit of $4\pi\hat\rho(\mathbf k)/k^2$. A cell has no net charge or dipole, and by cubic symmetry $\hat\rho\simeq-(k^2/6)\int\rho r^2d^3r$. The point charge at the origin does not contribute to the second moment, and the background gives $\int\rho r^2d^3r=-3\cdot\tfrac1{12}=-\tfrac14$. The average is
\[
-\frac{2\pi}{3}\Big(-\frac14\Big)=\frac{\pi}{6}=0.5236 .
\]
Subtracting it, and extrapolating from $N=50$ and $100$ with an error falling as $1/N^2$, gives $-0.801936$, in agreement with (\ref{eq:ewald}).

\subsection*{Silicon supercell}

The cell side is $L=3\times0.54=1.62$ nm. With $e/(4\pi\varepsilon_0)=1.440$ V\,nm,
\begin{equation}
\frac{q}{4\pi\varepsilon_0\varepsilon L}=\frac{1.440}{12\times1.62}=0.0741\ \text{V},
\qquad
V(\mathbf b)=-0.8019\times0.0741=-0.059\ \text{V}.
\end{equation}
The far potential of a positive defect is negative because the average is zero: the high potential near the charge must be balanced by a low one elsewhere.

In potential alignment one compares the computed defect-induced potential far from the defect with that of the model. The alignment constant is the difference
\[
\Delta V=V_{\text{computed}}(\mathbf b)-V(\mathbf b).
\]
Taking $V_{\text{computed}}(\mathbf b)$ itself for $\Delta V$ leaves an error of size $|qV(\mathbf b)|=0.059$ eV in the formation energy. At fixed $L$ and $\varepsilon$ this error grows as $q^2$.

With the vacancy at the origin, the body centre of this cell is an empty interstitial site. The nearest atoms are $\sqrt3a/4=0.234$ nm away, so a potential sampled at atoms needs the model value there. Inversion symmetry about $\mathbf b$ removes the linear term in a displacement $\mathbf d$ (in units of $L$), and cubic symmetry makes the mixed second derivatives vanish and the three unmixed ones equal. Their sum is $\nabla^2\phi=4\pi$, so
\begin{equation}
\phi(\mathbf b+\mathbf d)\simeq\phi(\mathbf b)+\frac{2\pi}{3}d^2 .
\end{equation}
The body centre is therefore a local minimum for $q>0$. For the nearest atoms this estimate gives a rise of $0.0741\times2.094\times(0.234/1.62)^2=0.0032$ V. The full lattice sum gives $-0.0560$ V at the atom, a rise of $0.0034$ V, or 6\% of $|V(\mathbf b)|$.

\section*{Variation 1: the potential at the charge itself}

\emph{Find the potential at the charge site with the charge's own $1/r$ removed, and the resulting energy correction.}

Set $\mathbf r\to0$ in the split sum. All cosines become 1. The term $\mathbf n=0$, less $1/r$, is
\[
\frac{\operatorname{erfc}(\sqrt\pi\,r)-1}{r}=-\frac{\operatorname{erf}(\sqrt\pi\,r)}{r}\to-2,
\]
since $\operatorname{erf}z\simeq2z/\sqrt\pi$. Hence
\begin{equation}
\phi_{\rm site}=\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}
+\sum_{\mathbf m\ne0}\frac{e^{-\pi m^2}}{\pi m^2}-3=-2.8373 .
\end{equation}
The energy per cell is half the integral of charge density times potential. The background contributes nothing because the potential averages to zero, which leaves $\tfrac12qV_{\rm site}$. An isolated charge lacks this energy, so the correction to be added is
\begin{equation}
E_{\rm corr}=+1.4186\,\frac{q^2}{4\pi\varepsilon_0\varepsilon L}=0.105\ \text{eV}
\end{equation}
for the silicon cell. It is a separate quantity from the far potential: one uses $V$ at the charge, the other $V$ at the sampling point.

\section*{Variation 2: a defect charge of finite width, with wave-vector-dependent screening}

\emph{How does $V(\mathbf b)$ change if the charge is a Gaussian of standard deviation $\sigma=0.15$ nm (rough), and if the permittivity depends on wave vector?}

\textbf{Width.} Equation (\ref{eq:theta}) now starts at $u_0=2\pi\sigma^2/L^2=0.054$. The missing piece, $0<u<u_0$, has an integrand very close to $-1$ at $\mathbf b$, so $\phi(\mathbf b)$ rises by $u_0$. The shift is $0.054\times0.0741=+0.0040$ V. The width also changes the image energy. The Gaussian factor enters the energy squared, so $u_0$ becomes $2u_0$, and half of that lowers $E_{\rm corr}$ by the same $0.0040$ eV. The corrected energy contains $E_{\rm corr}-q\,\Delta V$, whose model part is $E_{\rm corr}+qV(\mathbf b)$. This combination does not depend on $\sigma$ as long as the charge is negligible at $\mathbf b$.

\textbf{Screening.} Take the interpolation
\begin{equation}
\varepsilon(k)=1+\Big[\frac1{\varepsilon-1}+\frac{k^2}{k_{\rm TF}^2}\Big]^{-1}
\;\Rightarrow\;
\frac1{\varepsilon(k)}=\frac1\varepsilon+\Big(1-\frac1\varepsilon\Big)\frac{k^2}{k^2+\kappa^2},
\quad
\kappa^2=\frac{\varepsilon\,k_{\rm TF}^2}{\varepsilon-1}.
\end{equation}
Multiplied by $4\pi/k^2$, the second term becomes a lattice of potentials proportional to $e^{-\kappa r}/r$, without its $k=0$ part. Four valence electrons per atom give $k_{\rm TF}=20.9$ nm$^{-1}$ and $\kappa\simeq22$ nm$^{-1}$. At $\mathbf b$ the exponentials are negligible, and the missing $k=0$ part remains:
\begin{equation}
\delta V=-\frac{q}{4\pi\varepsilon_0}\Big(1-\frac1\varepsilon\Big)\frac{4\pi}{\kappa^2L^3}=-0.0082\ \text{V}.
\end{equation}

Direct summation of the Fourier series with both effects gives $-0.0636$ V, which is 7\% larger in magnitude than the point-charge value. At fixed $\sigma$, $\varepsilon$ and $\kappa$ both shifts fall as $L^{-3}$, against $L^{-1}$ for $V(\mathbf b)$.

\textbf{The real case.} The values of $a$ and $\varepsilon$ are close to those of silicon; $\sigma$ is an order-of-magnitude choice. A defect in a real device is not repeated periodically, so $V(\mathbf b)$ is a property of the supercell calculation and not a measurable potential. For $\sigma=0.15$ nm, wave-vector-dependent screening is the largest of the effects sized here, at 14\% of $|V(\mathbf b)|$. The width shift grows as $\sigma^2$ and overtakes it at $\sigma\simeq0.215$ nm, which lies within the uncertainty of $\sigma$, so the ranking of the two and the sign of their sum are not settled by this estimate. The 14\% itself is model dependent. That figure belongs to the interpolation used above; other common model dielectric functions for silicon, with the same $\varepsilon$ and electron density, put it between about 10\% and 25\%. If the permittivity rose by 3\% over 300 K, corresponding to a rough fractional slope $(1/\varepsilon)\,d\varepsilon/dT\approx10^{-4}$ per K, $V(\mathbf b)$ would change by $+0.0017$ V, or 3\%. This is only an estimate of size, since the real slope varies with temperature. Local fields on the atomic scale and lattice relaxation are not included. The coefficient $-0.802$ holds for a cubic cell with isotropic permittivity; another cell shape or an anisotropic medium needs its own lattice sum. The numerical output below lists the values at higher precision.

\section*{Calculated quantities}
\begin{verbatim}
phi at body centre, lattice sum      -0.801936 q/(eps L)
phi at body centre, theta integral   -0.801936 q/(eps L)
phi at body centre, block of cells   -0.801936 q/(eps L)
coefficient with absolute SI permittivity -0.06382
phi at charge site, own 1/r removed  -2.837297 q/(eps L)
phi at charge site, block of cells   -2.837297 q/(eps L)
image-energy coefficient             1.41865 q^2/(eps L)
unit-cube centre potential constant  2.380077
cell average of block potential      0.523599 q/(eps L)
direct shell r=0.8660 L, 8 charges: +0.2766294
direct shell r=1.6583 L, 24 charges: +0.0004671
reciprocal shell m^2=1, 6 vectors: -0.0825325
reciprocal shell m^2=2, 12 vectors: +0.0035666
reciprocal shell m^2=3, 8 vectors: -0.0000685
reciprocal shell m^2=4, 6 vectors: +0.0000017
sum of these shells minus 1          -0.8019363
all remaining shells                 2.9e-07
Laplacian of phi at centre           12.5626 (units of L)
lattice constant (rough)             0.54 nm
cell side L                          1.62 nm
sites in cell before vacancy         216
relative permittivity (rough)        12.0
defect charge                        +1 e
e/(4 pi eps0)                        1.43996 V nm
q/(4 pi eps0 eps L)                  0.07407 V
far potential V(b)                   -0.05940 V
image-energy correction              0.10508 eV
energy error if V(b) is misread      0.05940 eV
distance centre to nearest atom      0.2338 nm
potential at nearest atom            -0.05603 V
charge width sigma (rough)           0.15 nm
shift from charge width              +0.00399 V
valence electron density             203.2 nm^-3
Fermi wave number                    18.19 nm^-1
Thomas-Fermi wave number             20.92 nm^-1
screening wave number kappa          21.85 nm^-1
shift from k-dependent screening     -0.00817 V
V(b) with width and screening        -0.06358 V
net change relative to V(b)          +7.0 %
permittivity slope (rough)           1e-04 per K
shift from heating to 300 K          +0.00173 V
\end{verbatim}
